# Write-Error Tail of a Perpendicular Macrospin with Thermal Noise During the Pulse

## 1. The decision

To choose a write pulse for a perpendicular magnetic memory cell, one must decide how to compute error probabilities too small for direct simulation. Two shortcuts are tempting. One draws the initial angle from a thermal distribution and then integrates the motion without noise. The other uses linear growth up to the angle $\pi/2$. Both give the right leading exponential decay with pulse length, but in general the wrong factor in front. At twice the critical current, and to leading order for a high barrier, the first overestimates the error by a factor of 2 and the second by about 1.55. The derivation supplies both factors and shows how far the result can be trusted.

## 2. Model and conventions

The free layer is one magnetic moment $M\mathbf m$, with $|\mathbf m|=1$. Its energy is $-\tfrac12 MB_k m_z^2$, so the anisotropy field is $B_k m_z\hat{\mathbf z}$. The barrier between the wells, in units of $k_BT$, is

$$\Delta=\frac{MB_k}{2k_BT}.$$

The spin starts in equilibrium in the well at $+z$. A rectangular current pulse drives it towards $-z$. An error means $m_z>0$ at the end of the pulse.

The current $I$ delivers angular momentum at the rate $\eta\hbar I/(2e)$, with $\eta$ independent of angle. The moment carries angular momentum $M/\gamma$, with $\gamma>0$, so the torque rate is $\sigma=\gamma\eta\hbar I/(2eM)$. With damping $\alpha$ and thermal field $\mathbf b$, the Gilbert equation is

$$\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},$$

$$\mathbf T=-\gamma\,\mathbf m\times(B_km_z\hat{\mathbf z}+\mathbf b)+\sigma\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

Field-like torque, current shot noise, heating and nonuniform magnetization are left out.

To isolate $\dot{\mathbf m}$, take the cross product of $\mathbf m$ with the equation. Since $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, hence $\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf T-\alpha\dot{\mathbf m}$. Substitution gives

$$(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T.$$

## 3. Critical current

Set $\mathbf b=0$ and take the $z$ component. The vector $\mathbf m\times\hat{\mathbf z}$ has no $z$ component, while $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=m_z\mathbf m-\hat{\mathbf z}$ has $z$ component $-(1-m_z^2)$. Thus $T_z=-\sigma(1-m_z^2)$.

In $\mathbf m\times\mathbf T$, the anisotropy part contributes $+\gamma B_km_z(1-m_z^2)$. The current part is $-\sigma\,\mathbf m\times\hat{\mathbf z}$ and contributes nothing. Therefore

$$(1+\alpha^2)\dot m_z=-(\sigma-\alpha\gamma B_km_z)(1-m_z^2).$$

Define

$$i=\frac{\sigma}{\alpha\gamma B_k}=\frac{I}{I_{c0}},\qquad \tau=\frac{1+\alpha^2}{\alpha\gamma B_k},\qquad s=\frac t\tau .$$

Then

$$\frac{dm_z}{ds}=-(i-m_z)(1-m_z^2). \tag{1}$$

The upper pole loses stability at $i=1$. Setting $\sigma=\alpha\gamma B_k$ gives

$$I_{c0}=\frac{2e\alpha MB_k}{\eta\hbar}=\frac{4e\alpha\Delta k_BT}{\eta\hbar}.$$

From here on $i>1$ and $g=i-1$. The imaginary unit is written $\mathrm j$.

## 4. Linear equation and noise strength

Near $+z$ put $u=m_x+\mathrm jm_y$ and $b=b_x+\mathrm jb_y$. To first order $m_z=1$. The transverse part of $\mathbf m\times\hat{\mathbf z}$ is $(m_y,-m_x)$, which is $-\mathrm ju$, and that of $\mathbf m\times(\mathbf m\times\hat{\mathbf z})$ is $u$. The operation $\hat{\mathbf z}\times$ multiplies by $\mathrm j$. Dropping products of $u$ with the thermal field,

$$(1+\alpha^2)\dot u=(1+\mathrm j\alpha)\left[(\sigma+\mathrm j\gamma B_k)u-\mathrm j\gamma b\right].$$

The coefficient of $u$ has real part $\sigma-\alpha\gamma B_k=\alpha\gamma B_kg$ and imaginary part $\gamma B_k+\alpha\sigma$. In reduced time,

$$\frac{du}{ds}=(g+\mathrm j\Omega\tau)u+\xi,\qquad \Omega=\gamma B_k\frac{1+\alpha^2i}{1+\alpha^2}. \tag{2}$$

Precession rotates $u$ without changing $|u|$. The noise is isotropic, so the rotation does not affect the statistics of $|u|$.

Let each Cartesian component of the thermal field have correlation $2D_b\delta(t-t')$. Then $\langle b(t)b^*(t')\rangle=4D_b\delta(t-t')$. The squared modulus of the noise coefficient is $\gamma^2(1+\alpha^2)/(1+\alpha^2)^2$. White noise therefore raises $n=\langle|u|^2\rangle$ at the rate

$$\tau\,\frac{4D_b\gamma^2}{1+\alpha^2}=\frac{4\gamma D_b}{\alpha B_k}$$

per unit $s$. At zero current $g=-1$, so equilibrium requires $2n=4\gamma D_b/(\alpha B_k)$.

The Boltzmann distribution fixes the same $n$. Near the pole the energy above the minimum is $\tfrac12MB_k|u|^2=\Delta k_BT|u|^2$. The two quadratic degrees of freedom share $k_BT$, so $n=1/\Delta$. Consequently

$$D_b=\frac{\alpha B_k}{2\gamma\Delta}=\frac{\alpha k_BT}{\gamma M},$$

and the noise source in the equation for $n$ is $2/\Delta$. It keeps this value during the pulse because temperature and damping are assumed unchanged.

## 5. Solution of the linear problem

The second moment obeys

$$\frac{dn}{ds}=2gn+\frac2\Delta,\qquad n(0)=\frac1\Delta .$$

Multiplying by $e^{-2gs}$ turns the left side and the growth term into a total derivative:

$$\frac{d}{ds}\left(ne^{-2gs}\right)=\frac2\Delta e^{-2gs}.$$

Integration from $0$ to $s$ gives

$$n(s)=\underbrace{\frac{e^{2gs}}{\Delta}}_{\text{initial spread}}+\underbrace{\frac{e^{2gs}-1}{\Delta g}}_{\text{noise during pulse}}
=\frac{ie^{2gs}-1}{\Delta g}, \tag{3}$$

where the last step uses $g+1=i$. For long pulses the two contributions stand in the ratio $1:1/g$. At $i=2$ they become equal.

For $g\to0$ at fixed $s$, the numerator is $(1+g)(1+2gs)-1=g(1+2s)$ to first order, so $n\to(1+2s)/\Delta$. In the linear equation the spread at threshold thus grows by diffusion instead of exponentially. This holds only while the angles are small enough for the nonlinear growth to be neglected.

The initial Gaussian and the additive Gaussian noise are both isotropic, so $u$ stays an isotropic complex Gaussian. Its squared modulus $q=|u|^2$ has density $e^{-q/n}/n$. If failure is defined by $|u|<u_c$ at the end of the pulse, then

$$\mathrm{WER}=\int_0^{u_c^2}\frac{e^{-q/n}}n\,dq
=1-\exp\left[-\frac{\Delta u_c^2g}{ie^{2gs}-1}\right]. \tag{4}$$

This is a probability at a fixed time. It is not the probability that the spin has never crossed $u_c$.

When the exponent is small and $e^{2gs}\gg1$,

$$\mathrm{WER}\simeq\Delta u_c^2\,\frac gi\,e^{-2gs}. \tag{5}$$

The tail is exponential because the density at $u=0$ falls as $1/n$. The failures in a long pulse are spins that stay close to the pole, where the deterministic torque vanishes, for most of the pulse.

## 6. The threshold comes from the nonlinear motion

The equator lies outside the linear region, so the linear equation cannot determine $u_c$. For $\Delta$ large enough there is an intermediate range of angles: the spin is too far from the pole for later noise to matter, yet still close enough for linear growth. There each trajectory has a settled amplitude $ue^{-gs}$, apart from its phase, and the noiseless nonlinear flow carries it onward.

With $m_z=\cos\theta$, equation (1) becomes

$$\frac{d\theta}{ds}=(i-\cos\theta)\sin\theta .$$

Let $T$ be the time from a small angle $\theta_0$ to $\pi/2$. A spin starting at $\theta_0$ would reach linear amplitude $\theta_0e^{gT}$ in this time. The effective threshold is therefore $u_c=\lim_{\theta_0\to0}\theta_0e^{gT}$.

With $x=\cos\theta$ and $x_0=\cos\theta_0$,

$$T=\int_0^{x_0}\frac{dx}{(i-x)(1-x^2)}.$$

The residues at $x=i,1,-1$ give the partial fractions

$$\frac1{(i-x)(1-x^2)}=-\frac1{(i^2-1)(i-x)}+\frac1{2g(1-x)}+\frac1{2(i+1)(1+x)}.$$

Integrating term by term,

$$T=\frac1{i^2-1}\ln\frac{i-x_0}{i}-\frac{\ln(1-x_0)}{2g}+\frac{\ln(1+x_0)}{2(i+1)}.$$

As $\theta_0\to0$, $i-x_0\to g$, $1-x_0\to\theta_0^2/2$ and $1+x_0\to2$. Multiplication by $2g$, with $i^2-1=g(i+1)$, yields

$$2gT\to\frac2{i+1}\ln\frac gi-\ln\frac{\theta_0^2}2+\frac g{i+1}\ln2 .$$

Exponentiating and multiplying by $\theta_0^2$ removes the starting angle. The powers of 2 combine as $1+g/(i+1)=2i/(i+1)$:

$$u_c^2=2^{2i/(i+1)}\left(\frac gi\right)^{2/(i+1)}. \tag{6}$$

For $i\to\infty$, $u_c\to2$. This agrees with the flow $d\theta/ds=i\sin\theta$, in which $2\tan(\theta/2)$ grows exponentially and equals 2 at the equator.

For $i\to1$, $u_c^2\to2g$. The threshold shrinks because the growth rate at small angle, $g+\theta^2/2$, is already changed when $\theta^2\sim g$. Noise matters up to $|u|^2\sim1/(\Delta g)$. Near threshold the two ranges are separate if $\Delta g^2\gg1$; at larger overdrive $\Delta\gg1$ is also needed. Closer to threshold, (6) must not be inserted in (4).

Equations (4) to (6) are thus a leading-order result for a high barrier. The linear formula (4) is exact for the linear process with a prescribed $u_c$; its use for the real equator rests on the matching. The $-1$ in its denominator is below the accuracy of the matched theory in the tail.

## 7. What noise during the pulse does

If noise is switched off at the start of the pulse, $n=e^{2gs}/\Delta$ replaces (3), and the tail becomes

$$\mathrm{WER}_{\rm frozen}\simeq\Delta u_c^2e^{-2gs}.$$

Comparison with (5) gives

$$\frac{\mathrm{WER}}{\mathrm{WER}_{\rm frozen}}\simeq\frac gi=1-\frac1i .$$

In this model noise during the pulse lowers the tail. It broadens the distribution of amplitudes and so reduces the density at the pole, where the failures come from. The effect disappears at large overdrive, when growth is fast compared with the time needed to accumulate noise. To leading order for a high barrier the decay rate is $2g$ in both cases, so at this accuracy a fit to the slope alone cannot reveal the missing noise.

## 8. How the error of the formula grows

The exponent also has a correction for finite barrier height. Isotropic thermal diffusion on the sphere gives, for the density $p(x,s)$ of $x=m_z$,

$$\frac{\partial p}{\partial s}=\frac{\partial}{\partial x}\left[(i-x)(1-x^2)p\right]
+D\frac{\partial}{\partial x}\left[(1-x^2)\frac{\partial p}{\partial x}\right].$$

At $i=0$ the flux must vanish for $p\propto e^{\Delta x^2}$. This requires $x=D\,(2\Delta x)$, so $D=1/(2\Delta)$.

Put $y=1-x$. The drift velocity of $y$ is

$$(g+y)(2y-y^2)=2gy+(3-i)y^2-y^3,$$

because $2-g=3-i$. The equation becomes

$$\frac{\partial p}{\partial s}=-\frac{\partial}{\partial y}\left\{\left[2gy+(3-i)y^2-y^3\right]p\right\}+D\frac{\partial}{\partial y}\left[(2y-y^2)\frac{\partial p}{\partial y}\right].$$

In the linear tail the density near $y=0$ is flat and decays at the rate $2g$. Follow this mode into the nonlinear problem with $p=e^{-\lambda s}(1+by+\ldots)$. The terms independent of $y$ give

$$-\lambda=-2g+2Db .$$

In the terms linear in $y$, the coefficient $b$ is needed only at zeroth order in $D$. Then $\lambda=2g$ and

$$-2gb=-2(3-i)-4gb\quad\Rightarrow\quad b=-\frac{3-i}g .$$

Hence

$$\lambda=2g+\frac{3-i}{\Delta g}+O(\Delta^{-2}). \tag{7}$$

Formula (5) acquires the slowly varying factor $\exp[-(3-i)s/(g\Delta)]$, besides a correction of relative order $1/\Delta$ to its prefactor. The first-order rate correction can be neglected while $|3-i|s/(g\Delta)\ll1$. Using (5) as it stands also requires the prefactor correction and the higher-order rate terms to be small. Below $i=3$ the leading formula decays too slowly, and above $i=3$ too quickly, to this order.

The decay does not continue without limit. The stationary density under current is proportional to $\exp[\Delta(x^2-2ix)]$. Its value at the equator relative to $x=-1$ is $e^{-\Delta(1+2i)}$, which sets the scale of a floor. For $\Delta=60$ and $i=2$ this is $e^{-300}$, far below any error rate considered here. This is the floor of the single-moment model only. In real junctions, processes left out here, such as back-hopping and nonuniform reversal, can bend or flatten the error curve at far higher rates.

## 9. Worked example

Take $T=300$ K, $\Delta=60$, $B_k=0.4$ T, $\alpha=0.02$, $\eta=0.6$ and $i=2$. These are round model parameters. For a magnetization of $10^6$ A/m and a thickness of 1.5 nm they correspond to a disc about 32 nm across. This is near the size above which reversal proceeds through a domain wall, so the results should not be carried over to larger cells. They give $M=2\Delta k_BT/B_k=1.243\times10^{-18}$ A m², $I_{c0}=50.3$ µA and $\tau=0.7102$ ns. The write current is 100.7 µA.

Equation (6) gives $u_c^2=2^{4/3}(1/2)^{2/3}=2^{2/3}=1.587$. The tail prefactor is

$$\Delta u_c^2\frac gi=60\times1.587\times\frac12=47.6 .$$

For a 6 ns pulse, $s=6/0.7102=8.449$ and

$$\mathrm{WER}\simeq47.6\,e^{-16.90}=2.18\times10^{-6}.$$

The full nonlinear Fokker–Planck equation gives the following comparison.

| Pulse (ns) | Formula (4) | Fokker–Planck | Ratio FP/(4) |
|---:|---:|---:|---:|
| 3 | $1.01\times10^{-2}$ | $9.74\times10^{-3}$ | 0.959 |
| 4 | $6.10\times10^{-4}$ | $5.72\times10^{-4}$ | 0.937 |
| 5 | $3.65\times10^{-5}$ | $3.35\times10^{-5}$ | 0.916 |
| 6 | $2.18\times10^{-6}$ | $1.96\times10^{-6}$ | 0.896 |

The ratio drifts as (7) predicts. Between 3 and 6 ns, $s$ increases by 4.224, so the first-order factor is $e^{-4.224/60}=0.932$. The computed ratios give $0.896/0.959=0.934$.

The numerical output also tests the rate at two currents. With $\lambda$ estimated from the slope of the logarithm of the error between error rates near $10^{-4}$ and $10^{-6}$, the quantity $\Delta(\lambda-2g)$ is 0.952 at $i=2$ and $-0.340$ at $i=4$, against first-order values 1 and $-0.333$. The predicted change of sign is present. After the first-order rate correction is removed, the remaining prefactor ratio is 1.023 at $\Delta=80$ and 1.011 at $\Delta=160$. Eliminating a term proportional to $1/\Delta$ gives $2(1.0107)-1.0225=0.999$, which supports the prefactor in (5) and the threshold in (6).

Without noise during the 6 ns pulse, the nonlinear flow gives $4.33\times10^{-6}$. This is 2.21 times the Fokker–Planck value. The leading theory predicts a factor $i/g=2$. The excess arises because (4) itself lies 12% above the Fokker–Planck value, while the leading formula without pulse noise, $4.37\times10^{-6}$, lies only 1% above the nonlinear flow.

The equator is a convenient boundary, but the spin still has to settle after the pulse. Letting the 5 ns distribution relax at zero current for eight time units raises the error by 0.2% relative to its end-of-pulse value. The boundary is adequate in this case.

## 10. Choosing the pulse

Solving (5) for the pulse length at target error $W$ gives

$$t=\frac{\tau}{2g}\ln\left(\frac{\Delta u_c^2g}{iW}\right). \tag{8}$$

At $i=2$, $W=10^{-6}$ requires $t=6.28$ ns and $W=10^{-9}$ requires 8.73 ns. Each further decade costs $\tau\ln10/(2g)=0.818$ ns.

A multiplicative error $F$ in the WER changes the pulse length by $\tau\ln F/(2g)$. Omitting pulse noise, with $F=2$, adds 0.25 ns. Replacing $u_c^2$ by $(\pi/2)^2=2.467$, with $F=1.554$, adds 0.16 ns. Both errors lengthen the pulse here, so they do not cancel.

The second error changes sign with current. At $i=4$, (6) gives $u_c^2=2.702$, and the choice $\pi/2$ then underestimates the tail by about 9%.

For $i=4$ and $W=10^{-6}$, the prefactor is $60\times2.702\times3/4=121.6$. Hence

$$t=\frac{0.7102\ \mathrm{ns}}6\ln(1.216\times10^8)=2.20\ \mathrm{ns}.$$

Doubling the current shortens the pulse by a factor of 2.85. If the resistance is constant, the dissipated energy scales as $i^2t$ and changes by $4/2.85=1.40$. The faster write therefore costs about 40% more energy in this model. In a real tunnel junction it also needs a higher voltage, and breakdown of the barrier may rule it out; the model does not contain this limit. Heating would alter both $\Delta$ and the noise during the pulse, and (8) would then need a time-dependent temperature.

For $W=10^{-9}$ at $i=2$, the factor from (7) is $e^{-12.29/60}=0.81$. This factor leaves out the prefactor correction and the second-order rate term, which both act in the opposite direction. Extending the 6 ns ratio of the table with the computed rate shift gives $0.896\,e^{-0.952(12.29-8.449)/60}=0.84$. The error of the full model then lies about a sixth below the leading formula, and (8) makes the pulse too long by about 0.06 ns. These figures extrapolate the table, which stops at 6 ns.

## Values computed for the example and the checks

```
temperature = 300 K, Delta = 60
Bk = 0.4 T, alpha = 0.02, eta = 0.6
overdrive i = 2.0
magnetic moment = 1.2426e-18 A m^2
critical current = 50.34 microampere
write current = 100.68 microampere
time unit tau = 0.7102 ns
precession frequency = 11.214 GHz
initial rms |u| = 0.1291
threshold uc^2 at i=1.5: 0.9540
threshold uc^2 at i=2.0: 1.5874
threshold uc^2 at i=3.0: 2.3094
threshold uc^2 at i=4.0: 2.7019
(pi/2)^2 = 2.4674, over uc^2 = 1.5544
linear test: simulated 0.4276, formula 0.4257
pulse/ns   s   WER formula   WER tail   WER Fokker-Planck   FP/formula
3  4.2244  1.0148e-02  1.0199e-02  9.7362e-03  0.9594
4  5.6325  6.1003e-04  6.1021e-04  5.7173e-04  0.9372
5  7.0406  3.6508e-05  3.6509e-05  3.3456e-05  0.9164
6  8.4487  2.1843e-06  2.1843e-06  1.9574e-06  0.8961
linear variance at 6 ns, initial part = 3.6336e+05
linear variance at 6 ns, pulse-noise part = 3.6336e+05
frozen-noise WER at 6 ns, nonlinear flow = 4.3316e-06
frozen-noise WER at 6 ns, formula = 4.3687e-06
frozen / Fokker-Planck at 6 ns = 2.2129
Delta*(rate-2g) at i=2: FP 0.9522, first order 1.0000
Delta*(rate-2g) at i=4: FP -0.3397, first order -0.3333
prefactor ratio at Delta=80: 1.02252
prefactor ratio at Delta=160: 1.01067
prefactor ratio extrapolated = 0.99882
settled / end-of-pulse WER at 5 ns = 1.00226
pulse for WER 1e-06: s = 8.8394, t = 6.277 ns
pulse for WER 1e-09: s = 12.2933, t = 8.730 ns
extra pulse per decade = 0.8176 ns
```
